# Breit integrals in a B-spline Dirac basis: cell integration and storage

## What symmetry fixes

In hartree atomic units the frequency-independent Breit operator is

$$B=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)}{2r_{12}}=-\alpha_{1i}D_{ij}\alpha_{2j},\qquad D_{ij}=\frac{\delta_{ij}+n_in_j}{2r_{12}},$$

with $\mathbf n$ the unit vector along $\mathbf r_1-\mathbf r_2$. The matrices $\boldsymbol\alpha$ connect large to small components, so each electron enters through products $PQ$ of radial functions, where the Coulomb interaction has $PP+QQ$. For hydrogenic orbitals with $Z/c$ small, $Q/P\sim Z/c$ and $1/r_{12}\sim Z$, so the integrals scale as $Z^3/c^2$; in a given level this leading order can cancel, as in one example below. The kernel is a rotational scalar of dimension 1/length, so it is diagonal in the multipole $J\mu$ of the current, with radial kernels homogeneous of degree $-1$. A vector field has three harmonics for each $J\ge1$, of orbital rank $L=J$ and $L=J\pm1$; parity separates the first (magnetic) from the other two (electric). Exchange of the electrons transposes the $2\times2$ electric block and swaps $r_1$ and $r_2$. The diagonal kernels are therefore symmetric in $r_1,r_2$, while the off-diagonal one need not be, and its antisymmetric part has no Coulomb counterpart.

## Radial kernels

Since $\partial_i\partial_jr=(\delta_{ij}-n_in_j)/r$, we have $D_{ij}=\delta_{ij}/r-\tfrac12\partial_i\partial_jr$. The Fourier transform of $1/r$ is $4\pi/q^2$, and $\nabla^2r=2/r$ gives $-8\pi/q^4$ for $r$, so $D$ transforms to $4\pi(\delta_{ij}-\hat q_i\hat q_j)/q^2$.

Let $C_{J\mu}=\sqrt{4\pi/(2J+1)}\,Y_{J\mu}$, drop the labels, and define

$$\mathbf e^0=\mathbf LC,\qquad \mathbf e^-=J\hat{\mathbf r}C+r\nabla C,\qquad \mathbf e^+=-(J+1)\hat{\mathbf r}C+r\nabla C .$$

Because $\mathbf e^-=r^{1-J}\nabla(r^JC)$ and $\mathbf e^+=r^{J+2}\nabla(r^{-J-1}C)$, and the gradient of a harmonic function has harmonic components one degree lower, the components of $\mathbf e^\mp$ have rank $J\mp1$; those of $\mathbf e^0$ have rank $J$. The tangential field $r\nabla C$ is orthogonal to $\hat{\mathbf r}C$ and, by partial integration, has squared norm $J(J+1)$ relative to $C$, as has $\mathbf LC$. The squared norms of $\mathbf e^-$ and $\mathbf e^+$ are then $J(2J+1)$ and $(J+1)(2J+1)$. With $\mathbf Y_L$ the normalized fields, $\hat{\mathbf r}C=(\mathbf e^--\mathbf e^+)/(2J+1)$ reads $\hat{\mathbf r}Y=(\sqrt J\,\mathbf Y_{J-1}-\sqrt{J+1}\,\mathbf Y_{J+1})/\sqrt{2J+1}$. The projector $\hat{\mathbf q}\hat{\mathbf q}$ projects on the fields $\hat{\mathbf q}Y$, so $T=1-\hat{\mathbf q}\hat{\mathbf q}$ has

$$T_{00}=1,\quad T_{--}=\frac{J+1}{2J+1},\quad T_{++}=\frac{J}{2J+1},\quad T_{-+}=\frac{\sqrt{J(J+1)}}{2J+1}.$$

The plane-wave expansion times the unit matrix is $e^{i\mathbf q\cdot\mathbf r}\mathbb 1=4\pi\sum i^Lj_L(qr)\mathbf Y_L(\hat{\mathbf r})\mathbf Y_L^\dagger(\hat{\mathbf q})$. Using it for both electrons gives $D=\sum\mathbf Y_L(1)\,d_{LL'}\mathbf Y^\dagger_{L'}(2)$, where, as $(4\pi)^3/(2\pi)^3=4\pi\cdot2/\pi$,

$$d_{LL'}=4\pi\,i^{L-L'}T_{LL'}I_{LL'},\qquad I_{LL'}(r_1,r_2)=\frac2\pi\int_0^\infty j_L(qr_1)j_{L'}(qr_2)\,dq .$$

For even $L+L'$ the integrand is even, so $I=\frac1\pi\int_{-\infty}^\infty$. Replace the Bessel function of the larger radius by $h=j+iy$; the added term $ijy$ is odd and drops out of a symmetric principal value. The product decays in the upper half plane, so closing there with a small half circle above $q=0$ gives $I=i\,\mathrm{Res}_{q=0}(ijy)$; a $q^{-3}$ term integrates to zero on the half circle, its primitive being even. The expansions needed are $j_m(x)=\frac{x^m}{(2m+1)!!}\big[1-\frac{x^2}{2(2m+3)}\big]$ and $y_n(x)=-\frac{(2n-1)!!}{x^{n+1}}\big[1+\frac{x^2}{2(2n-1)}\big]$. For $L=L'=\ell$ the pole is simple and $I_{\ell\ell}=u_\ell/(2\ell+1)$ with $u_\ell=r_<^\ell/r_>^{\ell+1}$. For $L=J-1$, $L'=J+1$, $r_1<r_2$,

$$j_{J-1}y_{J+1}=-(2J+1)\frac{r_1^{J-1}}{r_2^{J+2}q^3}\Big[1+\frac{q^2(r_2^2-r_1^2)}{2(2J+1)}\Big],$$

so $I=r_1^{J-1}(r_2^2-r_1^2)/(2r_2^{J+2})$. For $r_1>r_2$ the product $y_{J-1}j_{J+1}\propto q$ has no pole and $I=0$. Hence

$$I_{J-1,J+1}=\tfrac12W_J,\qquad W_J(r_1,r_2)=\theta(r_2-r_1)\,(u_{J-1}-u_{J+1}).$$

Quadrature for $J=1,2$ and both orderings reproduces this to $2.6\times10^{-8}$ (radii 0.6 and 1 bohr). The factor $i^{\pm2}=-1$ makes $d_{-+}$ negative.

## Vertices and the angular reduction

The orbitals are $\psi=r^{-1}(P\,\Omega_{\kappa m},\,iQ\,\Omega_{-\kappa m})$ with real $P,Q$ and spinor harmonics obeying $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_\kappa=-\Omega_{-\kappa}$ and $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$. For a field $\mathbf e(\hat{\mathbf r})$ the angular integral of $r^2\psi_a^\dagger\boldsymbol\alpha\cdot\mathbf e\,\psi_c$ is

$$i\big[P_aQ_c\langle\kappa_a|\boldsymbol\sigma\cdot\mathbf e|{-\kappa_c}\rangle-Q_aP_c\langle-\kappa_a|\boldsymbol\sigma\cdot\mathbf e|\kappa_c\rangle\big].$$

Write $g=\langle\kappa_a|C|\kappa_c\rangle$ and $\tilde g=\langle-\kappa_a|C|\kappa_c\rangle$. Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ and $\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $C$, reversing both $\kappa$ leaves these elements unchanged. Define

$$V_{ac}=P_aQ_c+Q_aP_c,\qquad U_{ac}=P_aQ_c-Q_aP_c,\qquad \Delta_{ac}=\kappa_a-\kappa_c .$$

For $\hat{\mathbf r}C$ both brackets equal $-g$ and the vertex is $-igU$. For $\mathbf LC$, $\boldsymbol\sigma\cdot(\mathbf LC)=[\boldsymbol\sigma\cdot\mathbf L,C]$, whose element between $\kappa_1$ and $\kappa_2$ is $(\kappa_2-\kappa_1)\langle\kappa_1|C|\kappa_2\rangle$; the brackets are $\mp(\kappa_a+\kappa_c)\tilde g$ and the vertex is $-i\tilde g(\kappa_a+\kappa_c)V$. For $r\nabla C$, the Pauli identity gives $\boldsymbol\sigma\cdot\nabla=\boldsymbol\sigma\cdot\hat{\mathbf r}\,(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$, so $\boldsymbol\sigma\cdot r\nabla C=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,[\boldsymbol\sigma\cdot\mathbf L,C]$, with element $(\kappa_1+\kappa_2)\langle-\kappa_1|C|\kappa_2\rangle$; the brackets are $\pm\Delta g$ and the vertex is $ig\Delta V$. The vertices of $\mathbf e^\mp$ are thus $igF^\mp$ with

$$F^-=\Delta_{ac}V_{ac}-JU_{ac},\qquad F^+=\Delta_{ac}V_{ac}+(J+1)U_{ac},$$

and $G^\mp$ are the same functions for the pair $bd$. Electron 2 carries the conjugate field: $(\mathbf e^\pm_\mu)^*=(-1)^\mu\mathbf e^\pm_{-\mu}$, whereas $(\mathbf e^0_\mu)^*=-(-1)^\mu\mathbf e^0_{-\mu}$ because $\mathbf L$ is imaginary. The electric terms get the sign $(-1)\,i^2=+1$, the magnetic ones $(-1)(-1)(-i)^2=-1$. Each term carries $(2J+1)d_{LL'}/4\pi$ divided by the two norms. With $R^\ell(x,y)=\iint x(r_1)u_\ell\,y(r_2)$, $W_J(x,y)$ defined likewise, and primes for the pair $bd$,

$$\langle ab|B|cd\rangle=\sum_{J\ge1,\mu}(-1)^\mu\big[g_{ac}^{J\mu}g_{bd}^{J,-\mu}\mathcal E_J+\tilde g_{ac}^{J\mu}\tilde g_{bd}^{J,-\mu}\mathcal M_J\big],$$

$$\mathcal M_J=-\frac{(\kappa_a+\kappa_c)(\kappa_b+\kappa_d)}{J(J+1)}R^J(V,V'),$$

$$\mathcal E_J=\frac{(J+1)R^{J-1}(F^-,G^-)}{J(2J+1)(2J-1)}+\frac{J\,R^{J+1}(F^+,G^+)}{(J+1)(2J+1)(2J+3)}-\frac{W_J(F^-,G^+)+W_J(G^-,F^+)}{2(2J+1)} .$$

For example, the first coefficient is $(2J+1)T_{--}/[(2J-1)\,J(2J+1)]$. For $J=0$ the single field $\mathbf e^+$ is longitudinal, $T_{++}=0$, and nothing survives.

Since $\theta(r_2-r_1)+\theta(r_1-r_2)=1$, $W_J=\tfrac12S_J+A_J$ with $S_J=R^{J-1}-R^{J+1}$ symmetric and $A_J(x,y)=\tfrac12[W_J(x,y)-W_J(y,x)]$. The antisymmetric part of the numerator is $A(F^-,G^+)-A(F^+,G^-)$. Inserting $F^+=F^-+(2J+1)U$ and its partner for $G$, the terms $A(F^-,G^-)$ cancel and leave $(2J+1)[A(F^-,U')-A(U,G^-)]$, in which the terms $JA(U,U')$ cancel too. The last term of $\mathcal E_J$ becomes

$$-\frac{S_J(F^-,G^+)+S_J(F^+,G^-)}{4(2J+1)}-\tfrac12\big[\Delta_{ac}A_J(V,U')-\Delta_{bd}A_J(U,V')\big].$$

This form was tested against a product quadrature of $B$ over two spheres of radii 0.4 and 1 bohr between explicit four-spinors with random $\kappa,m,P,Q$, in both radial orders; the largest deviation is $6.8\times10^{-15}$ a.u.

Setting $T=1$ gives the Gaunt term $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$, with the same $\mathcal M_J$ and

$$\mathcal E_J^{\rm G}=\frac{R^{J-1}(F^-,G^-)}{J(2J-1)}+\frac{R^{J+1}(F^+,G^+)}{(J+1)(2J+3)},$$

the second term alone for $J=0$. The remainder is $-\tfrac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r_{12}$, since $\nabla_2=-\nabla_1$ on $r_{12}$. For a Dirac Hamiltonian $h$ with a local potential $[h,f]=-ic\,\boldsymbol\alpha\cdot\nabla f$, so the remainder equals $[h_1,[h_2,r_{12}]]/2c^2$, and between eigenstates of $h$

$$\mathcal E_J-\mathcal E^{\rm G}_J=\frac{(\varepsilon_a-\varepsilon_c)(\varepsilon_b-\varepsilon_d)}{2c^2}\iint\rho_{ac}\Big[\frac{r_<^{J+2}}{(2J+3)r_>^{J+1}}-\frac{r_<^J}{(2J-1)r_>^{J-1}}\Big]\rho_{bd},$$

with $\rho=PP+QQ$. The bracket is the Legendre coefficient of $r_{12}=(r_1^2+r_2^2-2r_1r_2x)\sum u_\ell P_\ell(x)$, where the recurrence gives $x\sum u_\ell P_\ell$ the coefficient $\frac{J}{2J-1}u_{J-1}+\frac{J+1}{2J+3}u_{J+1}$. The identity does not apply to orbitals from a nonlocal potential, whose commutator with $r_{12}$ has extra terms.

## Permutation signs

Under $a\leftrightarrow c$, $V$ is even while $U$ and $\Delta$ are odd, so $F^\pm$ are odd: $\mathcal E_J\to-\mathcal E_J$ and $\mathcal M_J\to\mathcal M_J$, against a plus sign for the Coulomb $R^J(\rho,\rho')$. The same holds for $b\leftrightarrow d$. Under electron exchange the $R$ terms are even, and the $A$ bracket becomes $\Delta_{bd}A(V',U)-\Delta_{ac}A(U',V)$, which antisymmetry returns to its first form. It follows that $\mathcal E_J=0$ for $a=c$: direct terms are purely magnetic. The sphere quadrature with $a$ and $c$ interchanged (and $m\to-m$ for both, to conserve the projection) agrees with these signs to $6.8\times10^{-15}$ a.u., while the opposite electric sign misses by up to 0.396 a.u.

Expand $P_a=\sum p_{ai}b_i$ in B-splines of order $k$ and $Q_a=\sum q_{aj}s_j$ in order $k+1$, on the same $M$ cells with simple interior knots, dropping the first and last spline of each set so that $P,Q$ vanish at both ends. Then

$$V_{ac},\,U_{ac}=\sum_{\alpha=(i,j)}(p_{ai}q_{cj}\pm p_{ci}q_{aj})\,\rho_\alpha,\qquad \rho_\alpha=b_is_j .$$

The large-small and small-large vertices share the products $\rho_\alpha$, so four blocks of integrals reduce to one, and the $a\leftrightarrow c$ signs sit in the coefficient vectors. The pair $(i,j)$ is ordered, with no $i\leftrightarrow j$ symmetry. The one sign left in the stored arrays is $A_J^{\sf T}=-A_J$.

## Cell integration

All arrays follow from $H^\ell_{\alpha\beta}=\iint_{r_1<r_2}\rho_\alpha(r_1)r_1^\ell\,r_2^{-\ell-1}\rho_\beta(r_2)$, through $R^\ell=H^\ell+H^{\ell\sf T}$ and $W_J=H^{J-1}-H^{J+1}$. The cells $t$, with edges $r_t<r_{t+1}$, cut the region $r_1<r_2$ into rectangles, on which the kernel factorizes, and triangles on the diagonal:

$$H_{\alpha\beta}=\sum_{t<t'}m_\alpha(t)\,n_\beta(t')+\sum_t\tau_{\alpha\beta}(t),$$

with $m_\alpha(t)=\int_t\rho_\alpha r^\ell$, $n_\beta(t)=\int_t\rho_\beta r^{-\ell-1}$ and $\tau_{\alpha\beta}(t)=\int_tdr_2\,\rho_\beta r_2^{-\ell-1}\int_{r_t}^{r_2}\rho_\alpha r_1^\ell\,dr_1$. The triangle takes an $n_g$-point Gauss rule in $r_2$ and, for each node, another on $[r_t,r_2]$. If the support of $\alpha$ ends before that of $\beta$ begins, all contributions are rectangles and $H_{\alpha\beta}=m_\alpha n_\beta$, $H_{\beta\alpha}=0$, with total moments. The algorithm is:

1. List the pairs with their first and last cells; in each cell form $m$, $n$, $\tau$ for the active pairs.
2. For pairs of pairs that share a cell, store the upper triangle of $R^\ell$ and the strict upper triangle of $A_J$; store $m_\alpha,n_\alpha$ for each $\ell$.
3. Contract the band as a sparse matrix. Add the disjoint part $\Phi^\ell(x,y)=\sum_\beta y_\beta n_\beta\,\Sigma(\mathrm{first}_\beta)$, with the running sum $\Sigma(t)=\sum_{\mathrm{last}_\alpha<t}x_\alpha m_\alpha$, as $\Phi(x,y)+\Phi(y,x)$ for $R^\ell$ and as half the difference, with $\Phi^{J-1}-\Phi^{J+1}$, for $A_J$.

The disjoint part costs work proportional to the number of pairs plus cells.

## Counting storage

Two runs of consecutive cells that overlap share $w\ge1$ cells and $w-1$ boundaries between them, so each overlap is counted once by shared cells minus shared boundaries. A cell carries $k$ splines of order $k$, and $k-1$ of them continue across a boundary; a dropped spline lives in one end cell, which therefore carries $k-1$. If $\nu$ pairs are active in an interior cell and $\eta$ across a boundary or in an end cell, the number of pairs is $N=(M-2)\nu+2\eta-(M-1)\eta$, and the same argument for ordered pairs of pairs gives $O$:

$$N=(M-2)\nu-(M-3)\eta,\qquad O=(M-2)\nu^2-(M-3)\eta^2 .$$

For Breit $\nu=k(k+1)$, $\eta=k(k-1)$. For Coulomb the unordered products $b_ib_{i'}$ and $s_js_{j'}$ give $\nu=\frac{k(k+1)}2+\frac{(k+1)(k+2)}2=(k+1)^2$ and $\eta=k^2$. Thus $N_{LS}=2k(M-2)+k(k-1)$ and $N_C=(2k+1)(M-2)+k^2$, and $O$ grows per cell by $\nu^2-\eta^2$, which is $4k^3$ for Breit and $4k^3+6k^2+4k+1$ for Coulomb. All $N$ diagonal entries overlap, so a symmetric band holds $(O+N)/2$ numbers and an antisymmetric one $(O-N)/2$.

For a basis with all $|\kappa|\le K$ the triangle rule gives $J\le2K-1$, and both parities occur because both signs of $\kappa$ are present. Coulomb needs $\ell=0,\dots,2K-1$; Breit needs $R^\ell$ for $\ell=0,\dots,2K$ and $A_J$ for $J=1,\dots,2K-1$. Enumeration of nonzero angular factors for $K=3$ confirms 6, 7 and 5 arrays. These counts are sufficient; they are not shown to be minimal.

For $M=70$, $k=7$: $N_{LS}=14\cdot68+42=994$, $N_C=15\cdot68+49=1069$, $O=68\cdot56^2-67\cdot42^2=95060$ and $68\cdot64^2-67\cdot49^2=117661$, all tested against supports found from the spline values. With $2N$ moments per $\ell$, the banded totals are $7(48027+1988)+5\cdot47033=585270$ and $6(59365+2138)=369018$.

| scheme, $K=3$ | Breit | Coulomb | ratio |
|---|---|---|---|
| no symmetry | 67186448 | 23736726 | 2.830 |
| symmetry | 5929210 | 3431490 | 1.728 |
| symmetry and band | 585270 | 369018 | 1.586 |

The first row counts four blocks and both orders of $W_J$, $4\cdot994^2(7+10)$, against ordered Coulomb pairs. At eight bytes per number Breit storage falls from 537.5 to 4.7 MB, not counting the indices of the sparse band, which depend only on the supports and can be shared by all arrays. Breit has twice as many arrays, $4K$ against $2K$, each smaller; for large $M$ the dense ratio tends to $2[2k/(2k+1)]^2$. If one spline set serves both $P$ and $Q$, the products $b_ib_j$ are common to both interactions, $\nu=k(k+1)/2$, $\eta=k(k-1)/2$, and the $R^\ell$ are the Coulomb arrays. Breit then adds $R^{2K}$ and the $A_J$, 71295 numbers to 78750, a ratio of 0.905.

## Error analysis

In a cell $\rho_\alpha$ is a polynomial of degree $2k-1$, so $m$ and the inner triangle integral are exact when $2k-1+\ell\le2n_g-1$. In the first cell the inner integral, of degree $2k+\ell$, is divisible by $r_2^{\ell+1}$, the outer integrand is a polynomial of degree $4k-2$, and $n_g\ge2k$ suffices; $n_g=16$ meets both conditions for $k=7$, $\ell\le18$. In any other cell the integrand is analytic except for the pole of $r^{-\ell-1}$ at the origin. With $\chi=r_{t+1}/r_t$ mapped to $[-1,1]$, the pole lies at $-(\chi+1)/(\chi-1)$, on the Bernstein ellipse of parameter $\varrho_0=(\sqrt\chi+1)/(\sqrt\chi-1)$. For $\varrho<\varrho_0$ the Chebyshev coefficients are bounded by $2\varrho^{-j}$ times the maximum on the ellipse, and the rule is exact below $j=2n_g$ with positive weights, so the error falls at least as $\varrho^{-2n_g}$. The scheme degrades when $\chi$ is large or $\ell$ high. Six entries, including two that reach the first cell and one with disjoint supports, agree with adaptive quadrature to $1.4\times10^{-14}$ relative to each entry.

In the first cell a product $\rho_\alpha$ starts as $r^p$ with $p\ge2$, where $p=2$ only for the product of the first retained spline of each set. Its moment $n$ diverges when $p\le\ell$, so divergences appear from $\ell=2$ on. In this cell $n$ multiplies an empty inner sum, and it is set to zero for all pairs. In a triangle of width $h$, $u_{J-1}-u_{J+1}=u_{J-1}(1-r_1^2/r_2^2)\lesssim2(h/r)u_{J-1}$, so the subtraction forming $W_J$ amplifies the relative rounding error of the triangle's contribution by at least about $r/2h$ (about $3r/2h$ for uniform weight, where the mean of $r_2-r_1$ is $h/3$).

The basis error remains. The orbitals solve $c(P'+\kappa P/r)-(Z/r+2c^2)Q=\varepsilon Q$ and $c(-Q'+\kappa Q/r)-ZP/r=\varepsilon P$ by Galerkin projection. For a point nucleus they start as $r^\gamma$, $\gamma=\sqrt{\kappa^2-Z^2/c^2}$, which is not a polynomial, so the first cell is kept short and the next knots nearly geometric. This error is measured against analytic orbitals, $r^\gamma e^{-\lambda r}$ times polynomials, whose integrals follow from $\int_0^xr^se^{-ar}dr=x^{s+1}e^{-ax}\sum_n(ax)^n/(s+1)_{n+1}$ integrated term by term:

$$\iint_{r_1<r_2}r_1^se^{-ar_1}r_2^te^{-br_2}=\frac{\Gamma(s+t+2)\,{}_2F_1\big(1,s+t+2;s+2;\tfrac a{a+b}\big)}{(s+1)(a+b)^{s+t+2}}.$$

The eigenvalue nearest each analytic energy was selected; the rest of the spectrum was not examined for spurious states.

## Example: helium-like calcium

Take $Z=20$, a point nucleus, unscreened Dirac orbitals and first-order energies, with $M=70$, orders 7 and 8, first knot $10^{-4}$ bohr and box 2.4 bohr. Screening, correlation, frequency dependence, nuclear size, recoil and radiative corrections are left out, so the numbers are matrix elements, not level predictions; their digits serve the numerical comparison. The $1s$ energy is $-201.0765231$ hartree against $-201.0765232$ analytically. Breit terms from the packed arrays were tested against the closed form to $10^{-7}$ hartree absolute; all values are in the numerical output.

Between $j=\tfrac12$ states, $\Omega_1=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{-1}$ and $\langle\hat r_i\hat r_j\rangle=\delta_{ij}/3$ give $\langle\pm1|C_{1\mu}|\mp1\rangle=-\sigma_\mu/3$, so the angular sum is $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2/9$: $-\tfrac13$ for total angular momentum 0 and $+\tfrac19$ for 1.

For $1s^2$, $\mathcal M_1=-2R^1(V,V)$ and $E=\tfrac23R^1(V,V)$. To leading order in $1/c$, $Q=r(P/r)'/2c$ for $s$ states, so $V_{ac}=r^2f'/2c$ with $f=P_aP_c/r^2$. Partial integration gives $\int dr\,\varphi'(r)\int_0^rs^3f'ds=-\int r^3\varphi f'dr$; adding the transposed half yields $-\int r^3(f\varphi)'dr=3\int r^2f\varphi\,dr$, so $R^1=\frac3{4c^2}\int r^2f\varphi\,dr$, a contact interaction. With $f=\varphi=4Z^3e^{-2Zr}$ the integral is $Z^3/2$ and $E=Z^3/4c^2=0.1065027$ hartree. The computed value is 0.1071826 hartree (2.917 eV), larger by the factor 1.0064. At $Z=1$ the factor is 1.000016; both excesses are $0.30(Z/c)^2$, consistent with a next-order correction.

For $1s2s$, $J=1$, $E=-\tfrac29[R^1(V_{aa},V_{bb})-R^1(V_{ab},V_{ab})]$. Both products $f\varphi$ equal $P_a^2P_b^2/r^4$, so the leading order cancels and leaves $-0.0000073$ hartree, of which the tolerance secures about two digits. The Gaunt term alone keeps an exchange monopole; since $\mathcal E_0-\mathcal E_0^{\rm G}=0.0013838$ enters the level with a minus sign, it would give $-0.0000073+0.0013838=0.0013765$ hartree.

For $1s2p_{1/2}$, $J=0$, the direct term is magnetic with $\mathcal M_1=+2R^1(V_{aa},V_{bb})$ and contributes $-\tfrac23R^1=0.0178135$ hartree. Exchange is electric, since $\kappa_a+\kappa_c=0$; the exchange sign and the odd coupling coefficients cancel, leaving $-\tfrac13\mathcal E_1=0.0219221$. The sum is 0.0397357 hartree (1.081 eV). The array $A_1$ supplies 0.0021479 hartree, 5.4% of it, so omitting it is an error four orders of magnitude above the tolerance. The radial difference $\mathcal E_1-\mathcal E_1^{\rm G}=0.0122758$ matches the commutator identity, tested to $10^{-5}$ relative, and lowers the level by $0.0122758/3=0.0040919$ hartree from its Gaunt value. For $1s2p_{3/2}$, $J=2$, the parts have opposite signs and partly cancel, $0.0073865-0.0050809=0.0023056$ hartree (0.0627 eV), against a Coulomb energy of 4.529675 hartree.

## Computed results

```
Z = 20, c = 137.035999 a.u., cells M = 70, orders 7 and 8, Gauss points 16
first knot 0.0001 bohr, box 2.4 bohr, large splines 74, small splines 75
max error: Bessel 2.6e-08, angular 6.8e-15, a<->c swap 6.8e-15 (a.u.)
largest swap mismatch with wrong electric sign 0.396 (a.u.)
max relative error of cell entries 1.4e-14
eps(1s) spline -201.0765231, analytic -201.0765232 hartree
eps(2s) spline -50.3365942, analytic -50.3365942 hartree
eps(2p1/2) spline -50.3365942, analytic -50.3365942 hartree
eps(2p3/2) spline -50.0667420, analytic -50.0667420 hartree
1s 1s J=0: Coulomb 12.599385, electric 0.0000000, magnetic 0.1071826 hartree
   Breit 0.1071826 hartree = 2.91659 eV; analytic 0.1071826 hartree
1s 2s J=1: Coulomb 3.791749, electric 0.0000000, magnetic -0.0000073 hartree
   Breit -0.0000073 hartree = -0.00020 eV; analytic -0.0000073 hartree
1s 2p1/2 J=0: Coulomb 4.569774, electric 0.0219221, magnetic 0.0178135 hartree
   Breit 0.0397357 hartree = 1.08126 eV; analytic 0.0397357 hartree
1s 2p3/2 J=2: Coulomb 4.529675, electric 0.0073865, magnetic -0.0050809 hartree
   Breit 0.0023056 hartree = 0.06274 eV; analytic 0.0023056 hartree
antisymmetric-array share in 1s 2p1/2 J=0: 0.0021479 hartree
exchange 1s 2s J=0: Breit-Gaunt 0.0013838, commutator 0.0013838 hartree
exchange 1s 2p1/2 J=1: Breit-Gaunt 0.0122758, commutator 0.0122758 hartree
exchange 1s 2p3/2 J=1: Breit-Gaunt 0.0122854, commutator 0.0122854 hartree
1s^2 Breit / (alpha^2 Z^3/4) at Z=1: 1.000016; alpha^2 Z^3/4 at Z=20: 0.1065027 hartree
pairs: N_LS 994, N_C 1069, N_LL 497
overlapping ordered entries: Breit 95060, Coulomb 117661, single set 23765
band per array: R Breit 48027, A Breit 47033, R Coulomb 59365
dense per array: R Breit 494515, A Breit 493521, R Coulomb 571915
K=3: arrays Coulomb 6, Breit symmetric 7, antisymmetric 5
no symmetry: Breit 67186448 (537.5 MB), Coulomb 23736726 (189.9 MB), ratio 2.830
symmetry: Breit 5929210 (47.4 MB), Coulomb 3431490 (27.5 MB), ratio 1.728
symmetry+band: Breit 585270 (4.7 MB), Coulomb 369018 (3.0 MB), ratio 1.586
single spline set, band: Coulomb 78750, extra for Breit 71295, ratio 0.905
```
